**Hot-electron shot noise in a diffusive wire: numerical tests of F = √3/4**

The program tests the Fano factor $F=S/(2eI)=\sqrt3/4$, where $S$ is the one-sided low-frequency current noise and $I$ the current, for cold reservoirs, fast electron-electron collisions and negligible phonon cooling. It integrates the nonlinear heat equation for a uniform and a tapered wire and asserts that both temperature profiles agree with the derived one. Noise weights obtained from a resistor-network matrix give $F=0.43466$ and $0.43467$, against $0.43466$ from the closed form at reservoir temperature $T_0=0.03$ K. Quadrature confirms the Lorenz number, the cold limit, the first correction in $T_0$ and the equilibrium limit. A kinetic relaxation model, solved at each energy, is asserted to conserve charge and energy with the derived profile. It gives $0.43466$ for fast collisions and $0.35631$ without collisions at the same $T_0$; the latter approaches $1/3$ as $T_0$ falls. For a tungsten line with rough material values, the output also sizes phonon cooling, incomplete thermalization, pad heating and weak localization. Of the shifts in $F$ that it computes, incomplete thermalization is the largest, at about 2 to 5%.

## Numerical verification

```python
"""Hot-electron shot noise of a diffusive wire.

Result under test: with Joule heating, the Wiedemann-Franz law, cold reservoirs,
fast electron-electron collisions and no phonon cooling, the Fano factor
F = S/(2 e I) equals sqrt(3)/4.  S is the one-sided current noise density.

Reduced symbols: t = k T/(e V) electron temperature, t0 = its reservoir value,
r = fraction of the wire resistance counted from one end (0..1),
v = sqrt(3)/(2 pi) = peak of t for cold reservoirs,
K = (diffusion time)/(electron-electron collision time).
For local Johnson noise F = 2 * (average of t over r).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.special import expit

v = np.sqrt(3) / (2 * np.pi)
F_HOT = np.sqrt(3) / 4


def profile(r, t0):
    """Derived temperature profile."""
    return np.sqrt(t0**2 + 3 / np.pi**2 * r * (1 - r))


def fano_closed(t0):
    """Derived Fano factor at finite reservoir temperature."""
    return t0 + (v + t0**2 / v) * np.arctan(v / t0)


def solve_heat(t0, area, gamma=0.0):
    """Integrate the nonlinear heat equation along position x in 0..1.

    area(x): relative cross-section.  gamma: phonon cooling strength, in units
    of the Joule power (used for the uniform wire only).
    The reservoir temperature is lowered in stages to guide the solver.
    """
    norm = quad(lambda s: 1 / area(s), 0, 1)[0]
    x = np.linspace(0, 1, 101)
    y = np.vstack([np.full_like(x, 0.3), np.zeros_like(x)])
    for stage in np.geomspace(0.3, t0, 7):
        def rhs(s, z, stage=stage):
            dr_dx = 1 / (area(s) * norm)
            cooling = gamma * (z[0]**5 - stage**5)
            return np.vstack([-z[1] * dr_dx / (lorenz * z[0]),
                              (1 - cooling) * dr_dx])

        def ends(left, right, stage=stage):
            return np.array([left[0] - stage, right[0] - stage])

        sol = solve_bvp(rhs, ends, x, y, tol=1e-6, max_nodes=20000)
        assert sol.success, sol.message
        x, y = sol.x, sol.y
    return sol.sol, norm


def network_fano(res, temp):
    """Noise of a chain of Johnson resistors with both ends held at fixed
    voltage; the weights come from Kirchhoff's laws in matrix form."""
    n = len(res)
    drop = np.zeros((n, n - 1))
    idx = np.arange(n - 1)
    drop[idx + 1, idx] = 1.0
    drop[idx, idx] = -1.0
    cond = 1 / res
    nodal = drop.T @ (cond[:, None] * drop)
    node_response = np.linalg.solve(nodal, drop.T)
    weight = -cond[0] * (drop[0] @ node_response)
    weight[0] += 1.0
    return np.sum(weight**2 * 2 * temp / res)


def kinetic_fano(K, t0):
    """Solve f'' = K (f - f_local) at each energy, then integrate f(1-f).
    Also return the largest violation of charge and energy conservation."""
    r = np.linspace(0, 1, 801)
    h = r[1] - r[0]
    eps = np.linspace(-4, 5, 2251)
    local = expit((r[:, None] - eps[None, :]) / profile(r, t0)[:, None])
    source = -K * local[1:-1]
    source[0] -= local[0] / h**2
    source[-1] -= local[-1] / h**2
    bands = np.full((3, len(r) - 2), 1 / h**2)
    bands[1] = -2 / h**2 - K
    f = local.copy()
    f[1:-1] = solve_banded((1, 1), bands, source)
    charge = trapezoid(f - local, eps, axis=1)
    energy = trapezoid((f - local) * eps, eps, axis=1)
    leak = max(np.abs(charge).max(), np.abs(energy).max())
    return 2 * trapezoid(trapezoid(f * (1 - f), eps, axis=1), r), leak


# ---- Lorenz number from the transport integrals --------------------------
def minus_df(z):
    return expit(z) * expit(-z)


lorenz = quad(lambda z: z**2 * minus_df(z), -40, 40)[0] / \
    quad(minus_df, -40, 40)[0]
assert abs(lorenz - np.pi**2 / 3) < 1e-7

# ---- Worked example: tungsten line, rough typical material values --------
e, k, hbar, h_pl = const.e, const.k, const.hbar, const.h
width, length = 20e-9, 10e-6          # m
volt, T0 = 0.15e-3, 0.03              # V, K
rho = 20e-8                           # ohm m, rough, thin line
gamma_heat = 100.0                    # J/(m^3 K^2), rough
sigma_ph = 1e9                        # W/(m^3 K^5), rough for metals
rho_mfp = 8e-16                       # ohm m^2, rough
Tc_bulk = 0.015                       # K, rough, alpha phase
pad_thick, pad_radius = 200e-9, 100e-6  # m
band_scale = 1.0                      # eV, rough

section = width**2
R = rho * length / section
current = volt / R
T_unit = e * volt / k
t0 = T0 / T_unit
power = volt**2 / R

# ---- Heat equation and noise addition: uniform and tapered wire ----------
shapes = {"uniform": lambda s: 1 + 0 * s, "tapered": lambda s: 1 + 2 * s}
fano_net, profile_err = {}, {}
for name, area in shapes.items():
    heat, norm = solve_heat(t0, area)
    edges = np.linspace(0, 1, 601)
    mid = (edges[1:] + edges[:-1]) / 2
    cells = np.array([quad(lambda s: 1 / area(s), a, b)[0] / norm
                      for a, b in zip(edges[:-1], edges[1:])])
    r_mid = np.array([quad(lambda s: 1 / area(s), 0, m)[0] / norm
                      for m in mid])
    temp = heat(mid)[0]
    profile_err[name] = np.abs(temp - profile(r_mid, t0)).max()
    fano_net[name] = network_fano(cells, temp)
    assert profile_err[name] < 1e-4
    # tolerance: midpoint cells resolve the steep cold ends only in part
    assert abs(fano_net[name] - fano_closed(t0)) < 5e-4

# ---- Closed form, its cold limit, first correction and equilibrium limit --
shape_integral = quad(lambda s: np.sqrt(s * (1 - s)), 0, 1)[0]
fano_cold = 2 * quad(lambda s: profile(s, 0.0), 0, 1)[0]
assert abs(shape_integral - np.pi / 8) < 1e-7
assert abs(fano_cold - F_HOT) < 1e-7
for test_t0 in (0.02, 0.1, 0.5, 3.0):
    direct = 2 * quad(lambda s: profile(s, test_t0), 0, 1, limit=200)[0]
    assert abs(direct - fano_closed(test_t0)) < 1e-6
small = 0.01
direct = 2 * quad(lambda s: profile(s, small * v), 0, 1, limit=400,
                  points=[1e-4, 1e-3, 0.999, 0.9999], epsabs=1e-11)[0]
correction_coeff = (direct / F_HOT - 1) / small**2
assert abs(correction_coeff - 1) < 0.01   # next order is about 0.4*small
big = 2 * quad(lambda s: profile(s, 50.0), 0, 1)[0]
assert abs(big / (2 * 50.0) - 1) < 1e-4

# ---- Kinetic model: role of electron-electron collisions -----------------
fano_free, leak_free = kinetic_fano(0.0, t0)
fano_fast, leak_fast = kinetic_fano(1e9, t0)
free_formula = (4 * t0 + 1 / np.tanh(1 / (2 * t0))) / 3
fano_free_cold = kinetic_fano(0.0, 0.002)[0]
assert abs(fano_free - free_formula) < 1e-4
# remaining offset: 4*t0/3 from the small reservoir temperature
assert abs(fano_free_cold - 1 / 3) < 4e-3
assert abs(fano_fast - fano_closed(t0)) < 1e-4

# ---- Collision time and length for the example ---------------------------
dos = 3 * gamma_heat / (np.pi**2 * k**2)
diff = 1 / (rho * e**2 * dos)
time_diff = length**2 / diff
coherence = np.sqrt(hbar * diff / (e * volt))
g_dimless = section / (rho * coherence) * hbar / e**2
time_ee = hbar * g_dimless / (e * volt)
len_ee = np.sqrt(diff * time_ee)
K_ex = time_diff / time_ee
fano_K, leak_K = kinetic_fano(K_ex, t0)
fano_K5, leak_K5 = kinetic_fano(K_ex / 5, t0)
# the derived temperature profile must conserve charge and energy
assert max(leak_free, leak_fast, leak_K, leak_K5) < 1e-5
assert fano_free < fano_K5 < fano_K < fano_fast + 1e-6

# ---- Phonon cooling for the example --------------------------------------
gamma_ph = sigma_ph * section * length * T_unit**5 / power
cooled, _ = solve_heat(t0, shapes["uniform"], gamma_ph)
grid = (1 - np.cos(np.linspace(0, np.pi, 2001))) / 2
t_cooled = cooled(grid)[0]
fano_ph = 2 * trapezoid(t_cooled, grid)
share_ph = gamma_ph * trapezoid(t_cooled**5 - t0**5, grid)
assert fano_ph < fano_closed(t0)
assert share_ph < 0.1

# ---- Other neglected effects ---------------------------------------------
R_pad = rho / pad_thick / np.pi * np.log(pad_radius / (width / 2))
T_pad = np.sqrt(T0**2 + 4 * R_pad / R * (v * T_unit)**2)
fano_pad = fano_closed(T_pad / T_unit)
weak_loc = 2 * e**2 / h_pl * R * len_ee / length
mfp = rho_mfp / rho
T_peak = profile(0.5, t0) * T_unit
T_mean = fano_closed(t0) / 2 * T_unit
S_cold = F_HOT * 2 * e * current
S_full = fano_closed(t0) * 2 * e * current


def pct(x):
    return 100 * (x / fano_closed(t0) - 1)


print(f"Lorenz integral (pi^2/3 expected)      {lorenz:.6f}")
print(f"Lorenz number                          {lorenz*(k/e)**2:.4e} V^2/K^2")
print(f"integral of sqrt(r(1-r))               {shape_integral:.6f}")
print(f"Fano factor, cold limit, quadrature    {fano_cold:.6f}")
print(f"sqrt(3)/4                              {F_HOT:.6f}")
print(f"peak kT/eV, cold limit                 {v:.4f}")
print(f"mean kT/eV, cold limit                 {fano_cold/2:.4f}")
print(f"coefficient of (T0/v)^2 correction     {correction_coeff:.3f}")
print("-- tungsten line, inputs (material values rough)")
print(f"width = height                         {width*1e9:.0f} nm")
print(f"length                                 {length*1e6:.0f} um")
print(f"voltage                                {volt*1e3:.2f} mV")
print(f"reservoir temperature                  {T0:.3f} K")
print(f"resistivity                            {rho*1e8:.0f} uOhm cm")
print(f"electronic heat coefficient            {gamma_heat:.0f} J/(m^3 K^2)")
print(f"phonon coupling                        {sigma_ph:.0e} W/(m^3 K^5)")
print(f"resistivity x mean free path           {rho_mfp:.0e} Ohm m^2")
print(f"bulk superconducting transition        {Tc_bulk:.3f} K")
print(f"pad thickness                          {pad_thick*1e9:.0f} nm")
print(f"pad outer radius                       {pad_radius*1e6:.0f} um")
print("-- results")
print(f"resistance                             {R:.0f} Ohm")
print(f"current                                {current*1e9:.2f} nA")
print(f"Joule power                            {power*1e12:.2f} pW")
print(f"eV/k                                   {T_unit:.4f} K")
print(f"reduced reservoir temperature kT0/eV   {t0:.5f}")
print(f"v in kelvin (cold-limit peak)          {v*T_unit:.4f} K")
print(f"peak electron temperature              {T_peak:.4f} K")
print(f"mean electron temperature              {T_mean:.4f} K")
print(f"noise density, cold limit              {S_cold:.3e} A^2/Hz")
print(f"noise density, T0 included             {S_full:.3e} A^2/Hz")
print(f"its square root                        {S_full**0.5*1e15:.1f} fA/sqrt(Hz)")
print(f"Fano factor, T0 included, closed form  {fano_closed(t0):.5f}")
print(f"same, heat eq. + network, uniform      {fano_net['uniform']:.5f}")
print(f"same, heat eq. + network, tapered 1:3  {fano_net['tapered']:.5f}")
print(f"same, kinetic model, fast collisions   {fano_fast:.5f}")
print(f"kinetic model, no collisions           {fano_free:.5f}")
print(f"no collisions, kT0/eV = 0.002          {fano_free_cold:.5f}")
print("-- neglected effects (shifts relative to closed form with T0)")
print(f"shift of F by T0, relative to sqrt3/4  {100*(fano_closed(t0)/F_HOT-1):.2f} %")
print(f"diffusion constant                     {diff*1e4:.1f} cm^2/s")
print(f"diffusion time                         {time_diff*1e9:.1f} ns")
print(f"collision time (order of magnitude)    {time_ee*1e9:.2f} ns")
print(f"collision length                       {len_ee*1e6:.2f} um")
print(f"K                                      {K_ex:.0f}")
print(f"F at K, shift                          {fano_K:.4f}, {pct(fano_K):.2f} %")
print(f"F at K/5, shift                        {fano_K5:.4f}, {pct(fano_K5):.2f} %")
print(f"share of heat lost to phonons          {100*share_ph:.2f} %")
print(f"F with phonon cooling, shift           {fano_ph:.4f}, {pct(fano_ph):.2f} %")
print(f"pad spreading resistance               {R_pad:.2f} Ohm")
print(f"heated pad temperature                 {T_pad:.4f} K")
print(f"F with heated pads, shift              {fano_pad:.4f}, {pct(fano_pad):.2f} %")
print(f"weak-localization scale of dR/R        {100*weak_loc:.1f} %")
print(f"mean free path, and ratio to length    {mfp*1e9:.1f} nm, {mfp/length:.1e}")
print(f"k T_peak / (1 eV band scale)           {k*T_peak/e/band_scale:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Lorenz integral (pi^2/3 expected)      3.289868
Lorenz number                          2.4430e-08 V^2/K^2
integral of sqrt(r(1-r))               0.392699
Fano factor, cold limit, quadrature    0.433013
sqrt(3)/4                              0.433013
peak kT/eV, cold limit                 0.2757
mean kT/eV, cold limit                 0.2165
coefficient of (T0/v)^2 correction     0.996
-- tungsten line, inputs (material values rough)
width = height                         20 nm
length                                 10 um
voltage                                0.15 mV
reservoir temperature                  0.030 K
resistivity                            20 uOhm cm
electronic heat coefficient            100 J/(m^3 K^2)
phonon coupling                        1e+09 W/(m^3 K^5)
resistivity x mean free path           8e-16 Ohm m^2
bulk superconducting transition        0.015 K
pad thickness                          200 nm
pad outer radius                       100 um
-- results
resistance                             5000 Ohm
current                                30.00 nA
Joule power                            4.50 pW
eV/k                                   1.7407 K
reduced reservoir temperature kT0/eV   0.01723
v in kelvin (cold-limit peak)          0.4798 K
peak electron temperature              0.4808 K
mean electron temperature              0.3783 K
noise density, cold limit              4.163e-27 A^2/Hz
noise density, T0 included             4.178e-27 A^2/Hz
its square root                        64.6 fA/sqrt(Hz)
Fano factor, T0 included, closed form  0.43466
same, heat eq. + network, uniform      0.43466
same, heat eq. + network, tapered 1:3  0.43467
same, kinetic model, fast collisions   0.43466
kinetic model, no collisions           0.35631
no collisions, kT0/eV = 0.002          0.33600
-- neglected effects (shifts relative to closed form with T0)
shift of F by T0, relative to sqrt3/4  0.38 %
diffusion constant                     12.2 cm^2/s
diffusion time                         81.9 ns
collision time (order of magnitude)    0.49 ns
collision length                       0.78 um
K                                      166
F at K, shift                          0.4256, -2.08 %
F at K/5, shift                        0.4143, -4.68 %
share of heat lost to phonons          1.08 %
F with phonon cooling, shift           0.4316, -0.70 %
pad spreading resistance               2.93 Ohm
heated pad temperature                 0.0379 K
F with heated pads, shift              0.4356, 0.22 %
weak-localization scale of dR/R        3.0 %
mean free path, and ratio to length    4.0 nm, 4.0e-04
k T_peak / (1 eV band scale)           4.1e-05
ALL CHECKS PASSED
```
